# Contact Spin Density from a Global Operator: The Hiller–Sucher–Feinberg Identity: test program

```python
# Hiller-Sucher-Feinberg (HSF) identity, Hartree atomic units.
# For an eigenstate of H = -1/2 sum lap_i + V:
#     <delta(r_i)> = (1/2pi) < dV/dr_i - L_i^2 / r_i^3 >.
# For any trial phi: rho_delta - rho_HSF = (1/pi) <D phi|(H-E) phi>, D = d/dr + 1/r.
# For Ritz even-tempered s Gaussians (ratio beta, tightest exponent amax) the errors approach
# a beta-dependent floor as amax^-1/2 (delta), amax^-1 (HSF), amax^-3/2 (energy).
# Symbols: psi exact state, phi trial, eta = phi - psi, chi solves (H-E)chi=(A-<A>)psi,
# rho = density at the origin (bohr^-3), a_iso = isotropic hyperfine constant.
import numpy as np, sympy as sp, mpmath as mp
from numpy import pi
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from sympy.physics.hydrogen import R_nl
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True

def gl(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2

pc = sc.physical_constants
MHZ = (2 * sc.mu_0 / 3 * abs(pc['electron g factor'][0]) * pc['Bohr magneton'][0]
       * pc['nuclear magneton'][0] / (sc.h * pc['Bohr radius'][0] ** 3) / 1e6)
gp = pc['proton g factor'][0]
print(f"a_iso per g_N per bohr^-3 (S=1/2) = {MHZ:.4f} MHz; proton g_N = {gp:.6f}")

# ---- symbolic: hydrogenic states, adjoint functions, Hooke eigenstate
x = sp.symbols('x', positive=True)
for n in range(1, 5):
    for l in range(n):
        R = R_nl(n, l, x, 2)
        hsf = sp.integrate(sp.expand(2 * R**2 - l * (l + 1) * R**2 / x), (x, 0, sp.oo)) / (2 * sp.pi)
        assert sp.simplify(hsf - sp.limit(R, x, 0)**2 / (4 * sp.pi)) == 0
lap = lambda f: sp.diff(x * f, x, 2) / x
ps = sp.exp(-x)
fH = -(sp.log(x) + x) / sp.pi
for f, rhs in ((fH, 1 / (2 * sp.pi * x**2) - 1 / sp.pi), (fH + 1 / (2 * sp.pi * x), -1 / sp.pi)):
    assert sp.simplify(-lap(f * ps) / 2 - f * ps / x + f * ps / 2 - rhs * ps) == 0  # for x > 0
rel = (1 + x / 2) * sp.exp(-x**2 / 8)
assert sp.simplify(-lap(rel) + (x**2 / 16 + 1 / x - sp.Rational(5, 4)) * rel) == 0

# ---- displaced Gaussian exp(-a|r-d|^2): eigenstate of 2a^2|r-d|^2, trial state for -1/r
a, d = 0.6, 0.9
rr, wr = gl(120, 0, 9); mu, wm = gl(60, -1, 1)
rr, mu = rr[:, None], mu[None, :]
W = 2 * pi * rr**2 * wr[:, None] * wm[None, :]
q2 = rr**2 + d**2 - 2 * rr * d * mu
p2 = (2 * a / pi)**1.5 * np.exp(-2 * a * q2)
rho0 = (2 * a / pi)**1.5 * np.exp(-2 * a * d**2)
Lterm = np.sum(W * p2 * 4 * a**2 * d**2 * (1 - mu**2) / rr) / (2 * pi)
Vterm = np.sum(W * p2 * 4 * a**2 * (rr - d * mu)) / (2 * pi)
assert abs(Vterm - Lterm - rho0) < 1e-10 and Lterm > 0.1 * rho0
print(f"oscillator a={a} bohr^-2 d={d} bohr: rho={rho0:.8f} Vterm={Vterm:.8f} Lterm={Lterm:.8f} bohr^-3")
hsfC = np.sum(W * p2 / rr**2) / (2 * pi) - Lterm
for E in (-0.5, 1.3):
    res = np.sum(W * p2 * (1 / rr - 2 * a * (rr - d * mu)) * (3 * a - 2 * a**2 * q2 - 1 / rr - E)) / pi
    assert abs(rho0 - hsfC - res) < 1e-10 and abs(res) > 1e-3
print(f"same Gaussian in -1/r: HSF={hsfC:.8f} delta-HSF={rho0-hsfC:.8f} residual={res:.8f} bohr^-3")

# ---- Hooke atom k=1/4: psi=(1+s/2)exp(-(r1^2+r2^2)/4), s=r12
big, wb = gl(80, 0, 12); y, wy = gl(60, 0, 1); tt, wt = gl(48, 0, 1)
big, y, tt = big[:, None, None], y[None, :, None], tt[None, None, :]
xx = 1 - (1 - y)**3; lo = big * (1 - y)**3; hi = big * (1 + xx)
Lg = np.log(hi / lo); s = lo * np.exp(Lg * tt)
w3 = (8 * pi**2 * big**2 * xx * s * s * Lg * big * 3 * (1 - y)**2 * wb[:, None, None]
      * wy[None, :, None] * wt[None, None, :] * np.exp(-big**2 * (1 + xx**2) / 2))
nrm = ext = ee = ang = 0.0
for r1, diff in ((big, lo * hi), (big * xx, -lo * hi)):
    P = (1 + s / 2)**2
    nrm += np.sum(w3 * P); ext += np.sum(w3 * P * r1 / 4)
    ee += np.sum(-w3 * P * (diff + s * s) / (2 * r1 * s**3))
    ang += np.sum(w3 * (s * s - lo**2) * (hi**2 - s * s) / (16 * s * s * r1**3))
direct = quad(lambda v: 4 * pi * v * v * (1 + v / 2)**2 * np.exp(-v * v / 2), 0, 20, epsabs=1e-12)[0] / nrm
ext, ee, ang = (v / (2 * pi * nrm) for v in (ext, ee, ang))
assert abs((ext + ee - ang) / direct - 1) < 1e-7
print(f"Hooke per electron: trap={ext:.8f} ee={ee:.8f} L={ang:.8f} bohr^-3")
print(f"Hooke per electron: HSF={ext+ee-ang:.8f} delta={direct:.8f} bohr^-3")

# ---- hydrogen trial functions on a logarithmic radial grid
t = np.linspace(-40, 4.5, 4001); r = np.exp(t); w = 4 * pi * r**3 * (t[1] - t[0])
I = lambda f: float(np.sum(w * f))
psi = np.exp(-r) / np.sqrt(pi); rex = 1 / pi
def gauss(al, c):
    g = np.exp(-np.outer(r * r, al))
    return g @ c, -2 * r * (g @ (c * al)), (g * (4 * np.outer(r * r, al**2) - 6 * al)) @ c, c.sum()
def props(f, df, f0):
    n = I(f * f)
    return I(df * df / 2 - f * f / r) / n, f0**2 / n, I(f * f / r**2) / (2 * pi * n)
def one(al):
    f, df, _, f0 = gauss(np.array([al]), np.array([1.0])); return props(f, df, f0)
aopt = minimize_scalar(lambda v: one(v)[0], bounds=(0.05, 1), method='bounded', options={'xatol': 1e-10}).x
E1, d1, h1 = one(aopt)
assert abs(aopt - 8 / (9 * pi)) < 1e-6 and abs(E1 + 4 / (3 * pi)) < 1e-10
assert abs(d1 / rex - 64 / (27 * pi**2)) < 1e-6 and abs(h1 / rex - 16 / (9 * pi)) < 1e-6
print(f"H exact: rho={rex:.6f} bohr^-3, a_iso={MHZ*gp*rex:.2f} MHz")
print(f"H one Gaussian: alpha={aopt:.6f} bohr^-2 E={E1:.6f} Eh delta={d1:.6f} HSF={h1:.6f} bohr^-3")
print(f"  ratio to exact: delta={d1/rex:.4f} HSF={h1/rex:.4f}; a_iso {MHZ*gp*d1:.1f}, {MHZ*gp*h1:.1f} MHz")
afit = pi**(1 / 3) / 2
Ef, df_, hf_ = one(afit)
assert abs(df_ - rex) < 1e-10 and abs(hf_ - pi**(-2 / 3)) < 1e-10 and hf_ > 1.4 * rex
print(f"counterexample alpha={afit:.6f} bohr^-2: E={Ef:.5f} Eh delta={df_:.6f} HSF={hf_:.6f} bohr^-3")
for eps in (1e-2, 1e-4):
    g = 0.3 * np.exp(-(r / eps)**2)
    Es, ds, hs = props(psi + g, -psi - 2 * r / eps**2 * g, 1 / np.sqrt(pi) + 0.3)
    print(f"spike 0.3 bohr^-3/2, width {eps:.0e} bohr: dE={Es+0.5:.3e} Eh rel.err delta={ds/rex-1:.4f} HSF={hs/rex-1:.3e}")
assert ds / rex - 1 > 1 and abs(hs / rex - 1) < 1e-3 and 0 < Es + 0.5 < 1e-3

mp.mp.dps = 40
def ritz(N, beta=2):
    al = [mp.mpf(beta)**k / 100 for k in range(N)]
    S, H, B = mp.matrix(N, N), mp.matrix(N, N), mp.matrix(N, N)
    for i in range(N):
        for j in range(N):
            p = al[i] + al[j]
            B[i, j] = mp.sqrt(mp.pi / p)
            S[i, j] = B[i, j]**3
            H[i, j] = 3 * al[i] * al[j] / p * S[i, j] - 2 * mp.pi / p
    M = mp.inverse(H + S / 2); c = mp.ones(N, 1)
    for _ in range(16 if N < 14 else 6):
        c = M * (S * c); c = c / mp.sqrt((c.T * S * c)[0])
    f0 = sum(c[i] for i in range(N))
    errs = ((c.T * H * c)[0] + mp.mpf(1) / 2, mp.pi * f0**2 - 1, mp.pi * (c.T * B * c)[0] - 1)
    return np.array([float(v) for v in al]), np.array([float(c[i] * mp.sign(f0)) for i in range(N)]), [float(e) for e in errs]
print("H Ritz, alpha_k=0.01*2^k: N, amax(bohr^-2), dE(Eh), rel.err delta, rel.err HSF, a_iso delta/HSF (MHz)")
tab = {}
for N in (10, 14, 18, 22, 23, 24, 30):
    tab[N] = ritz(N); e = tab[N][2]
    assert e[0] > 0 and abs(e[2]) < abs(e[1]) / 2
    print(f"  {N:2d} {tab[N][0][-1]:10.2f} {e[0]:.4e} {e[1]:.4e} {e[2]:.4e} {MHZ*gp*rex*(1+e[1]):.2f} {MHZ*gp*rex*(1+e[2]):.2f}")
# successive differences cancel the N-independent floor left by the finite ratio beta
step1 = [tab[22][2][k] - tab[23][2][k] for k in range(3)]
step2 = [tab[23][2][k] - tab[24][2][k] for k in range(3)]
sl = [np.log(step1[k] / step2[k]) / np.log(2) for k in range(3)]
print(f"exponents in 1/amax (differences, N=22,23,24): energy {sl[0]:.4f} delta {sl[1]:.4f} HSF {sl[2]:.4f}")
assert max(abs(sl[0] - 1.5), abs(sl[1] - 0.5), abs(sl[2] - 1.0)) < 0.03  # corrections O(amax^-1/2)
floor = tab[24][2][0] - step2[0] / (2**1.5 - 1)
assert abs(floor / tab[30][2][0] - 1) < 0.02
dense = ritz(42, 1.5)
assert 0 < dense[2][0] < floor / 2
print(f"energy floor beta=2: extrapolated {floor:.4e} Eh, direct N=30 {tab[30][2][0]:.4e} Eh")
print(f"beta=1.5, N=42, amax={dense[0][-1]:.0f} bohr^-2: dE={dense[2][0]:.4e} Eh")

al, c, e = tab[10]
f, df, lf, f0 = gauss(al, c)
Eg, dg, hg = props(f, df, f0)
assert abs(Eg + 0.5 - e[0]) < 1e-9 and abs(hg / rex - 1 - e[2]) < 1e-9
eta, deta = f - psi, df + psi
resid = -lf / 2 - f / r + f / 2
chiH = -(np.log(r) + r) * psi / pi
lin_h, sec_h = 2 * I(chiH * resid), I(eta**2 / r**2) / (2 * pi) - rex * I(eta**2)
lin_d, sec_d = 2 * I((chiH + psi / (2 * pi * r)) * resid), (f0 - pi**-0.5)**2 - rex * I(eta**2)
assert abs(lin_h + sec_h - (hg - rex)) < 1e-9 and abs(lin_d + sec_d - (dg - rex)) < 1e-9
assert abs(I((df + f / r) * resid) / pi - (dg - hg)) < 1e-9
assert abs(I(deta**2 / 2 + (0.5 - 1 / r) * eta**2) - e[0]) < 1e-9
bound = 2 / pi * np.sqrt(I(deta**2) * I((df - psi)**2))
assert abs(hg - rex) < bound
print(f"N=10 error linear+quadratic: delta {lin_d:.5e} {sec_d:+.5e}; HSF {lin_h:.5e} {sec_h:+.5e} bohr^-3")
print(f"N=10 |grad eta|={np.sqrt(I(deta**2)):.5f} bohr^-1, Hardy bound={bound:.5f} bohr^-3")

# ---- lithium 2S, UHF, s functions
tl = np.linspace(-25, 4.0, 4001); rl = np.exp(tl); dt = tl[1] - tl[0]
def lithium(basis):
    mol = gto.M(atom='Li 0 0 0', basis={'Li': basis}, spin=1, unit='Bohr', verbose=0)
    mf = scf.UHF(mol); mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    mf.kernel()
    assert np.linalg.norm(mf.get_grad(mf.mo_coeff, mf.mo_occ)) < 1e-6
    pts = np.zeros((rl.size + 1, 3)); pts[1:, 2] = rl
    ao = mol.eval_gto('GTOval', pts)
    prod, Q, dl = [], [], []
    for sgm in (0, 1):
        o = ao @ mf.mo_coeff[sgm][:, mf.mo_occ[sgm] > 0]
        dl.append(np.sum(o[0]**2))
        pr = o[1:, :, None] * o[1:, None, :]
        prod.append(pr)
        Q.append(CubicSpline(tl, 4 * pi * pr * rl[:, None, None]**3).antiderivative()(tl))
        assert np.allclose(Q[-1][-1], np.eye(o.shape[1]), atol=1e-7)
    Qt = sum(np.einsum('gii->g', v) for v in Q)
    hs = [2 * dt * np.sum(rl * (np.einsum('gii->g', p) * (3 - Qt) + np.einsum('gij,gij->g', p, v)))
          for p, v in zip(prod, Q)]
    return mf.e_tot, np.array([dl[0] + dl[1], dl[0] - dl[1]]), np.array([hs[0] + hs[1], hs[0] - hs[1]])
even = lambda N: [[0, [0.005 * 2.0**k, 1.0]] for k in range(N)]
Ea, da, ha = lithium(even(27)); Eb, db, ref = lithium(even(28))
extr = (np.sqrt(2) * db - da) / (np.sqrt(2) - 1)
assert abs(extr[0] / ref[0] - 1) < 2e-4 and abs(extr[1] / ref[1] - 1) < 5e-4
assert abs(db[0] / ref[0] - 1) > 5 * abs(extr[0] / ref[0] - 1)
print(f"Li UHF 28s (amax={0.005*2**27:.0f} bohr^-2): E={Eb:.7f} Eh")
print(f"  total rho: delta27={da[0]:.5f} delta28={db[0]:.5f} extrap={extr[0]:.5f} HSF={ref[0]:.5f} bohr^-3")
print(f"  spin rho: delta27={da[1]:.6f} delta28={db[1]:.6f} extrap={extr[1]:.6f} HSF={ref[1]:.6f} bohr^-3")
print(f"  a_iso/g_N (HSF) = {MHZ*ref[1]:.3f} MHz")
print("Li: basis, E(Eh), total delta, total HSF, spin delta, spin HSF (bohr^-3); then errors in %")
sets = [(f"{N}s amax={0.005*2**(N-1):.0f}", even(N), True) for N in (15, 19, 23)]
sets += [(nm, [b for b in gto.basis.load(nm, 'Li') if b[0] == 0], False) for nm in ('6-31g', 'cc-pvdz', 'cc-pvtz')]
for nm, bas, flexible in sets:
    E, dv, hv = lithium(bas)
    ed, eh = 100 * (dv / ref - 1), 100 * (hv / ref - 1)
    print(f"  {nm}: {E:.6f} {dv[0]:.4f} {hv[0]:.4f} {dv[1]:.5f} {hv[1]:.5f}")
    print(f"     % total {ed[0]:.3f} {eh[0]:.3f}  spin {ed[1]:.3f} {eh[1]:.3f}")
    assert abs(eh[0]) < abs(ed[0])
    if flexible:
        assert abs(eh[1]) < abs(ed[1])
print("done: every assertion held")
```

It prints:

```
a_iso per g_N per bohr^-3 (S=1/2) = 800.2374 MHz; proton g_N = 5.585695
oscillator a=0.6 bohr^-2 d=0.9 bohr: rho=0.08931262 Vterm=0.17756707 Lterm=0.08825446 bohr^-3
same Gaussian in -1/r: HSF=0.12059615 delta-HSF=-0.03128353 residual=-0.03128353 bohr^-3
Hooke per electron: trap=0.06941195 ee=-0.02146268 L=0.00328964 bohr^-3
Hooke per electron: HSF=0.04465963 delta=0.04465963 bohr^-3
H exact: rho=0.318310 bohr^-3, a_iso=1422.81 MHz
H one Gaussian: alpha=0.282942 bohr^-2 E=-0.424413 Eh delta=0.076448 HSF=0.180127 bohr^-3
  ratio to exact: delta=0.2402 HSF=0.5659; a_iso 341.7, 805.1 MHz
counterexample alpha=0.732296 bohr^-2: E=-0.26712 Eh delta=0.318310 HSF=0.466194 bohr^-3
spike 0.3 bohr^-3/2, width 1e-02 bohr: dE=2.630e-03 Eh rel.err delta=1.3462 HSF=2.229e-02
spike 0.3 bohr^-3/2, width 1e-04 bohr: dE=2.657e-05 Eh rel.err delta=1.3462 HSF=2.239e-04
H Ritz, alpha_k=0.01*2^k: N, amax(bohr^-2), dE(Eh), rel.err delta, rel.err HSF, a_iso delta/HSF (MHz)
  10       5.12 1.4101e-03 -2.4831e-01 -4.4679e-02 1069.51 1359.24
  14      81.92 2.4343e-05 -6.2750e-02 -2.6225e-03 1333.53 1419.08
  18    1310.72 3.9055e-07 -1.5719e-02 -1.5612e-04 1400.44 1422.59
  22   20971.52 8.5089e-09 -3.9327e-03 -9.5734e-06 1417.21 1422.79
  23   41943.04 4.5694e-09 -2.7809e-03 -4.7733e-06 1418.85 1422.80
  24   83886.08 3.1769e-09 -1.9667e-03 -2.3807e-06 1420.01 1422.80
  30 5368709.12 2.4160e-09 -2.4587e-04 -3.2713e-08 1422.46 1422.81
exponents in 1/amax (differences, N=22,23,24): energy 1.5003 delta 0.5003 HSF 1.0045
energy floor beta=2: extrapolated 2.4153e-09 Eh, direct N=30 2.4160e-09 Eh
beta=1.5, N=42, amax=165860 bohr^-2: dE=1.7581e-10 Eh
N=10 error linear+quadratic: delta -8.46598e-02 +5.61981e-03; HSF -1.48337e-02 +6.12046e-04 bohr^-3
N=10 |grad eta|=0.05641 bohr^-1, Hardy bound=0.07161 bohr^-3
Li UHF 28s (amax=671089 bohr^-2): E=-7.4327509 Eh
  total rho: delta27=13.77406 delta28=13.78599 extrap=13.81479 HSF=13.81477 bohr^-3
  spin rho: delta27=0.224021 delta28=0.224215 extrap=0.224684 HSF=0.224683 bohr^-3
  a_iso/g_N (HSF) = 179.800 MHz
Li: basis, E(Eh), total delta, total HSF, spin delta, spin HSF (bohr^-3); then errors in %
  15s amax=82: -7.423839 11.2301 13.4705 0.18281 0.21931
     % total -18.709 -2.492  spin -18.638 -2.391
  19s amax=1311: -7.432601 13.1643 13.7947 0.21411 0.22436
     % total -4.708 -0.145  spin -4.707 -0.143
  23s amax=20972: -7.432749 13.6519 13.8136 0.22203 0.22466
     % total -1.179 -0.008  spin -1.179 -0.008
  6-31g: -7.431236 12.9256 13.7985 0.19538 0.20752
     % total -6.436 -0.118  spin -13.041 -7.637
  cc-pvdz: -7.432421 13.2040 13.7959 0.15949 0.17445
     % total -4.421 -0.137  spin -29.015 -22.356
  cc-pvtz: -7.432702 13.5137 13.8104 0.23271 0.22905
     % total -2.179 -0.032  spin 3.573 1.942
done: every assertion held
```
